# Long-wavelength phonons and convergence of thermal conductivity in three dimensions: test program

```python
"""Long-wave convergence of the acoustic-phonon conductivity in 3D.

Result under test: with omega = v q and lifetime tau = tau_m (omega/omega_m)^(-n)
down to zero frequency, kappa is finite if and only if n < 3 (any T > 0).
Symbols: v sound speed, omega_m cut-off, u = omega/omega_m, mfp = v tau,
mfp_m = v tau_m, K = kB omega_m^3 tau_m / (2 pi^2 v) for three equal branches,
L boundary length, eps = mfp_m / L.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as kB, hbar, pi

v = 6000.0
f_m = 1.0e13
tau_m = 1.0e-12
T_room = 300.0
omega_m = 2 * pi * f_m
mfp_m = v * tau_m
K = kB * omega_m**3 * tau_m / (2 * pi**2 * v)

nodes, weights = np.polynomial.legendre.leggauss(16)


def integrate(g, low):
    """Integral of g(u) from low to 1, by Gauss panels in ln u."""
    panels = int(np.ceil(-2 * np.log(low))) + 2
    edges = np.linspace(np.log(low), 0.0, panels + 1)
    half = 0.5 * np.diff(edges)[:, None]
    mid = 0.5 * (edges[1:] + edges[:-1])[:, None]
    u = np.exp(mid + half * nodes)
    return float(np.sum(half * weights * g(u) * u))


def heat_capacity(omega, T):
    """Heat capacity of one mode; T = None means the classical limit."""
    if T is None:
        return kB * np.ones_like(omega)
    half_x = hbar * omega / (2 * kB * T)
    return kB * (half_x / np.sinh(half_x))**2


def kappa_modes(n, low, T=None):
    """Three branches, modes between low*omega_m and omega_m, SI units."""
    def spectrum(u):
        omega = u * omega_m
        dos = omega**2 / (2 * pi**2 * v**3)
        tau = tau_m * u**(-n)
        return 3 * dos * heat_capacity(omega, T) * v**2 / 3 * tau * omega_m
    return integrate(spectrum, low)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Mode heat capacity against the temperature derivative of the Bose energy
def bose_energy(T):
    return hbar * omega_m / mp.expm1(hbar * omega_m / (kB * T))


mp.mp.dps = 30
for T in (30.0, 300.0):
    numeric = float(mp.diff(bose_energy, T))
    assert close(float(heat_capacity(omega_m, T)), numeric, 1e-8)


# Conductivity with a low-frequency cut-off
def kappa_cut(n, low):
    if n == 3:
        return K * np.log(1 / low)
    return K * (1 - low**(3 - n)) / (3 - n)


for n in (1, 2, 2.5, 3, 3.5, 4):
    for low in (1e-3, 1e-6):
        assert close(kappa_modes(n, low), kappa_cut(n, low), 1e-9)

# The Bose factor leaves the long-wave behaviour unchanged, even when cold
cold_decade = kappa_modes(3, 1e-5, 30.0) - kappa_modes(3, 1e-4, 30.0)
assert close(cold_decade, K * np.log(10), 1e-5)
cap_ratio = float(heat_capacity(omega_m, T_room)) / kB
bulk_classical = {n: K / (3 - n) for n in (2, 2.5)}
bulk_bose = {n: kappa_modes(n, 1e-24, T_room) for n in (2, 2.5)}
for n in (2, 2.5):
    assert close(kappa_modes(n, 1e-24), bulk_classical[n], 1e-9)
    assert cap_ratio * bulk_classical[n] < bulk_bose[n] < bulk_classical[n]


# Periodic simple-cubic crystal, one branch; kB = v = spacing = 1, tau = omega^-n
def lattice_kappas(N, exponents):
    q = 2 * pi * np.arange(N) / N
    s = 4 * np.sin(q / 2)**2
    omega2 = s[:, None, None] + s[None, :, None] + s[None, None, :]
    omega2[0, 0, 0] = np.inf
    vx2 = np.sin(q)[:, None, None]**2 / omega2
    return np.array([np.mean(vx2 * omega2**(-n / 2)) for n in exponents])


exponents = (2, 2.5, 3, 3.5, 4)
sums = [lattice_kappas(N, exponents) for N in (24, 48, 96)]
step_1 = sums[1] - sums[0]
step_2 = sums[2] - sums[1]
growth = step_2 / step_1
for n, ratio in zip(exponents, growth):
    # finite crystals leave relative corrections of order 1/N^2
    assert close(ratio, 2.0**(n - 3), 1e-2)
log_step = step_2[exponents.index(3)]
log_step_theory = np.log(2) / (6 * pi**2)
assert close(log_step, log_step_theory, 5e-3)

# Mean-free-path accumulation: Cartesian sum over modes of the Debye sphere
M = 120
g1 = (np.arange(M) + 0.5) / M
r2 = g1[:, None, None]**2 + g1[None, :, None]**2 + g1[None, None, :]**2
vx2_modes = v**2 * g1[:, None, None]**2 / r2
cell = 8 * (omega_m / v / M)**3 / (2 * pi)**3
for n in (2, 2.5, 3, 4):
    mfp_limit = mfp_m * 2.0**n
    tau = tau_m * r2**(-n / 2)
    chosen = (r2 <= 1) & (v * tau < mfp_limit)
    mode_sum = 3 * cell * kB * np.sum((vx2_modes * tau)[chosen])
    s = mp.mpf(mfp_limit / mfp_m)
    density = lambda y: y**(-mp.mpf(3) / n) / n
    predicted = K * float(mp.quad(density, [1, s]))
    # the stepped surface of the sphere limits the accuracy of the sum
    assert close(mode_sum, predicted, 5e-3)


def mfp_fraction(n, p):
    return mfp_m * (1 - p)**(-n / (3 - n))


for n in (2, 2.5):
    for p in (0.5, 0.9):
        u_low = (mfp_fraction(n, p) / mfp_m)**(-1 / n)
        assert close(kappa_modes(n, u_low) / kappa_modes(n, 1e-24), p, 1e-8)


# Boundary length L added to the bulk scattering
def size_integral(n, eps):
    return integrate(lambda u: u**2 / (u**n + eps), 1e-12)


eps = 1e-4
for n in (2, 2.5, 3.5, 4):
    singular = pi / n * eps**(3 / n - 1) / np.sin(3 * pi / n)
    expansion = 1 / (3 - n) + singular + eps / (2 * n - 3)
    assert abs(size_integral(n, eps) - expansion) < 1e-7
assert close(size_integral(3, eps), np.log(1 + 1 / eps) / 3, 1e-9)
deficit = 1 / (3 - 1.5) - size_integral(1.5, eps)
assert close(deficit, 2 / 3 * eps * np.log(1 + 1 / eps), 1e-7)
# for n = 1 the next term is smaller by eps*ln(1/eps), about 1e-3
assert close(0.5 - size_integral(1, eps), eps, 2e-3)

lengths = (1e-6, 1e-4, 1e-2)
kappa_L = {(n, L): K * size_integral(n, mfp_m / L)
           for n in (2, 3, 4) for L in lengths}
L_a, L_b = 1e-2, 2e-2
slope_4 = np.log(size_integral(4, mfp_m / L_b)
                 / size_integral(4, mfp_m / L_a)) / np.log(2)
assert abs(slope_4 - 0.25) < 0.02


# Defect rate (n = 4) plus a weaker rate with n = 2
def kappa_two_rates(r):
    return K * integrate(lambda u: u**2 / (u**4 + r * u**2), 1e-14)


for r in (1e-2, 1e-4):
    assert close(kappa_two_rates(r), K * np.arctan(r**-0.5) / r**0.5, 1e-9)

print(f"sound speed v = {v:.0f} m/s")
print(f"cut-off frequency = {f_m/1e12:.1f} THz")
print(f"cut-off angular frequency = {omega_m:.4e} rad/s")
print(f"lifetime at cut-off = {tau_m*1e12:.2f} ps")
print(f"mean free path at cut-off = {mfp_m*1e9:.2f} nm")
print(f"temperature = {T_room:.0f} K")
print(f"conductivity scale K = {K:.3f} W/(m K)")
print(f"c/kB at cut-off, 300 K = {cap_ratio:.4f}")
for n in (2, 3, 4):
    for low in (1e-3, 1e-6):
        print(f"n={n}, modes above {low*f_m/1e6:.0f} MHz: "
              f"kappa = {kappa_modes(n, low):.5g} W/(m K)")
for n in (2, 2.5):
    print(f"n={n}, bulk classical kappa = {bulk_classical[n]:.3f} W/(m K)")
    print(f"n={n}, bulk Bose kappa, 300 K = {bulk_bose[n]:.3f} W/(m K)")
    for p in (0.5, 0.9):
        print(f"n={n}, {100*p:.0f}% of kappa below mfp = "
              f"{mfp_fraction(n, p)*1e6:.4g} um")
for n, ratio in zip(exponents, growth):
    print(f"crystal n={n}: step ratio = {ratio:.4f}, "
          f"2^(n-3) = {2.0**(n-3):.4f}")
print(f"crystal n=3, step from N=48 to 96 = {log_step:.6f} (reduced)")
print(f"ln2/(6 pi^2) = {log_step_theory:.6f} (reduced)")
for n in (2, 3, 4):
    for L in lengths:
        print(f"n={n}, L={L*1e6:.0f} um: "
              f"kappa = {kappa_L[(n, L)]:.2f} W/(m K)")
print(f"n=4, local exponent of kappa(L), 1 to 2 cm = {slope_4:.4f}")
for r in (1e-2, 1e-4):
    print(f"n=4 plus n=2 rate, r={r:.0e}: "
          f"kappa = {kappa_two_rates(r):.2f} W/(m K)")
print("verified")
```

Output:

```
sound speed v = 6000 m/s
cut-off frequency = 10.0 THz
cut-off angular frequency = 6.2832e+13 rad/s
lifetime at cut-off = 1.00 ps
mean free path at cut-off = 6.00 nm
temperature = 300 K
conductivity scale K = 28.916 W/(m K)
c/kB at cut-off, 300 K = 0.8115
n=2, modes above 10000 MHz: kappa = 28.887 W/(m K)
n=2, modes above 10 MHz: kappa = 28.916 W/(m K)
n=3, modes above 10000 MHz: kappa = 199.75 W/(m K)
n=3, modes above 10 MHz: kappa = 399.49 W/(m K)
n=4, modes above 10000 MHz: kappa = 28887 W/(m K)
n=4, modes above 10 MHz: kappa = 2.8916e+07 W/(m K)
n=2, bulk classical kappa = 28.916 W/(m K)
n=2, bulk Bose kappa, 300 K = 27.008 W/(m K)
n=2, 50% of kappa below mfp = 0.024 um
n=2, 90% of kappa below mfp = 0.6 um
n=2.5, bulk classical kappa = 57.832 W/(m K)
n=2.5, bulk Bose kappa, 300 K = 55.530 W/(m K)
n=2.5, 50% of kappa below mfp = 0.192 um
n=2.5, 90% of kappa below mfp = 600 um
crystal n=2: step ratio = 0.4995, 2^(n-3) = 0.5000
crystal n=2.5: step ratio = 0.7069, 2^(n-3) = 0.7071
crystal n=3: step ratio = 1.0001, 2^(n-3) = 1.0000
crystal n=3.5: step ratio = 1.4147, 2^(n-3) = 1.4142
crystal n=4: step ratio = 2.0009, 2^(n-3) = 2.0000
crystal n=3, step from N=48 to 96 = 0.011704 (reduced)
ln2/(6 pi^2) = 0.011705 (reduced)
n=2, L=1 um: kappa = 25.57 W/(m K)
n=2, L=100 um: kappa = 28.57 W/(m K)
n=2, L=10000 um: kappa = 28.88 W/(m K)
n=3, L=1 um: kappa = 49.37 W/(m K)
n=3, L=100 um: kappa = 93.70 W/(m K)
n=3, L=10000 um: kappa = 138.09 W/(m K)
n=4, L=1 um: kappa = 86.52 W/(m K)
n=4, L=100 um: kappa = 336.01 W/(m K)
n=4, L=10000 um: kappa = 1125.09 W/(m K)
n=4, local exponent of kappa(L), 1 to 2 cm = 0.2559
n=4 plus n=2 rate, r=1e-02: kappa = 425.39 W/(m K)
n=4 plus n=2 rate, r=1e-04: kappa = 4513.24 W/(m K)
verified
```
